# Superfluid Density and Spin Susceptibility of a Clean BCS Superconductor

**Q:** A magnetic field acts on every electron, paired or not. What exactly do you want to compute?

**A:** The static current produced by a weak vector potential. I take electrons of charge $-e$ in a clean parabolic band, with an isotropic singlet gap $\Delta$ in mean field. The attraction is a contact interaction containing no velocity, so $\mathbf A$ enters through the kinetic energy alone:

$$\frac{(\mathbf p+e\mathbf A)^2}{2m}=\frac{p^2}{2m}+\frac{e}{2m}(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)+\frac{e^2A^2}{2m}.$$

Let $\mathbf A=\hat x\,a\cos(\mathbf q\cdot\mathbf r)$ with $\mathbf q\perp\hat x$. Then $\nabla\cdot\mathbf A=0$, so $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$. The current has the same profile, $J_x=J\cos(\mathbf q\cdot\mathbf r)$, and I define the kernel by $J=-Ka$.

Since $\mathbf J=-\delta H/\delta\mathbf A$, and $\cos^2$ averages to $1/2$ over the volume $V$,

$$\left\langle\frac{\partial H}{\partial a}\right\rangle=-\frac{V}{2}J .$$

The quadratic term contributes $(e^2/m)\,n\,a\,V/2$ to the left side, where $n$ is the electron density. Its current is therefore $-(ne^2/m)a$, which gives the diamagnetic kernel

$$K_{\rm dia}=\frac{ne^2}{m}.$$

**Q:** That holds in a normal metal too, and a normal metal does not expel a static field. Where does pairing come in?

**A:** In the linear term. Write it as $H_1=ea\,W$. With $\mathbf k_\pm=\mathbf k\pm\mathbf q/2$ and $v_k=\hbar k_x/m$,

$$W=\tfrac12(\rho_q+\rho_q^\dagger),\qquad \rho_q=\sum_{k\sigma}v_k\,c^\dagger_{k_+\sigma}c_{k_-\sigma}.$$

In the spin-down part, replace $\mathbf k$ by $-\mathbf k$. The velocity changes sign, and exchanging the two operators changes it back:

$$-v_k\,c^\dagger_{-k_-\downarrow}c_{-k_+\downarrow}=+v_k\,c_{-k_+\downarrow}c^\dagger_{-k_-\downarrow}.$$

There is no leftover constant because $\mathbf q\neq0$. With the Nambu spinor $\Psi_k=(c_{k\uparrow},\,c^\dagger_{-k\downarrow})^T$ this means

$$\rho_q=\sum_k v_k\,\Psi^\dagger_{k_+}\Psi_{k_-}.$$

The matrix between the spinors is the unit matrix.

**Q:** How does a unit matrix help?

**A:** It reduces the matrix elements to overlaps of spinors. The unperturbed Hamiltonian is, up to a constant, $\sum_k\Psi_k^\dagger h_k\Psi_k$ with

$$h_k=\begin{pmatrix}\xi&-\Delta\\-\Delta&-\xi\end{pmatrix},\qquad E=\sqrt{\xi^2+\Delta^2},$$

where $\xi$ is the band energy measured from the chemical potential. The eigenvalues are $+E$ with spinor $(u,-v)$ and $-E$ with spinor $(v,u)$, where

$$u^2=\tfrac12(1+\xi/E),\quad v^2=\tfrac12(1-\xi/E),\quad uv=\Delta/2E.$$

Let primes mark the second momentum. The squared overlap of two states on the same branch is

$$C=(uu'+vv')^2=u^2u'^2+v^2v'^2+2uv\,u'v'=\tfrac12\left(1+\frac{\xi\xi'+\Delta^2}{EE'}\right).$$

On opposite branches it is $D=(uv'-vu')^2=1-C$, by completeness.

**Q:** You still need a response formula, and I don't want to take one on trust.

**A:** Let a one-body Hamiltonian $h$ with levels $\varepsilon_i$ be perturbed by $\lambda w$. The equilibrium density matrix $f(h+\lambda w)$ commutes with $h+\lambda w$. To first order in $\lambda$ its matrix elements obey

$$(\varepsilon_i-\varepsilon_j)\,\delta\rho_{ij}+\lambda w_{ij}(f_j-f_i)=0 .$$

Solving for $\delta\rho_{ij}$ and taking the trace with $w$,

$$\delta\langle W\rangle=-\lambda\sum_{ij}|w_{ij}|^2\,\frac{f_i-f_j}{\varepsilon_j-\varepsilon_i}.$$

For equal energies the quotient means its limit, $-\partial f/\partial\varepsilon$.

Now add the four branch combinations, using $f(-E)=1-f(E)$. Both same-branch terms give $(f-f')/(E'-E)$, and both opposite-branch terms give $(1-f-f')/(E+E')$. Each $\mathbf k$ contributes

$$L=2C\,\frac{f-f'}{E'-E}+2D\,\frac{1-f-f'}{E+E'} .$$

The factors $1/2$ in $W$ give $1/4$ when squared, and the pair $(i,j)$ occurs in both orders, so

$$\delta\langle W\rangle=-\tfrac12\,ea\sum_kv_k^2L .$$

The paramagnetic current is $-(2/V)\,e\,\delta\langle W\rangle=+(e^2/V)\sum_kv_k^2L\,a$. Hence

$$K=K_{\rm dia}-K_{\rm para},\qquad K_{\rm para}=\frac{e^2}{V}\sum_kv_k^2L .$$

**Q:** You held the gap fixed. Why may it not respond at first order?

**A:** The reflection $x\to-x$ reverses $a$, leaves $\mathbf q$ alone and leaves an s-wave gap unchanged. The gap is therefore even in $a$ and has no linear term. This argument needs a transverse $\mathbf A$; a longitudinal one would require the phase of the gap to respond.

The numerical check diagonalizes a $16\times16$ square-lattice superconductor in a modulated vector potential, with the gap held fixed. The linear change of the pair amplitude is zero to rounding, whereas a scalar potential of the same profile changes it by up to 0.024 per site and per unit amplitude, in lattice units (0.38 summed over a row of 16 sites). The directly computed slope of $\langle\partial H/\partial a\rangle$ for the whole lattice, $VK/2=43.568$ with $V=256$ sites ($K=0.340$), agrees with the lattice form of the finite-$q$ kernel.

**Q:** Now take the long-wavelength limit. Does the pair-creation term survive?

**A:** No. Set $u=\cos\theta$ and $v=\sin\theta$, so that $\cos2\theta=\xi/E$ and $\sin2\theta=\Delta/E$. Differentiating the first relation gives $-2\sin2\theta\,d\theta=(\Delta^2/E^3)\,d\xi$, so $d\theta=-(\Delta/2E^2)\,d\xi$. Since $D=\sin^2(\theta-\theta')$,

$$D\simeq\frac{\Delta^2(\xi'-\xi)^2}{4E^4}\to0 .$$

The denominator $E+E'$ is at least $2\Delta$, so this term vanishes. In the other term $C\to1$, leaving $L\to2(-\partial f/\partial E)$ and

$$K_{\rm para}=\frac{e^2}{V}\sum_k v_k^2\;2\left(-\frac{\partial f}{\partial E}\right).$$

The derivative is appreciable for $\xi$ within a few times the larger of $k_BT$ and $\sqrt{\Delta k_BT}$. If $\Delta$ and $k_BT$ are far below the Fermi energy $E_F$, I may use the Fermi-surface values $N_0$, the density of states per spin, and $\langle v_x^2\rangle=v_F^2/3$. From $N_0=mk_F/2\pi^2\hbar^2$ and $n=k_F^3/3\pi^2$,

$$\frac{2N_0v_F^2}{3}=\frac23\,\frac{mk_F}{2\pi^2\hbar^2}\,\frac{\hbar^2k_F^2}{m^2}=\frac{k_F^3}{3\pi^2m}=\frac nm .$$

The remaining integral is the Yosida function,

$$Y(T)=\int_{-\infty}^{\infty}d\xi\left(-\frac{\partial f}{\partial E}\right)=\int_{-\infty}^{\infty}\frac{d\xi}{4k_BT}\,\mathrm{sech}^2\frac{E}{2k_BT}.$$

Thus $K_{\rm para}=(ne^2/m)Y$. Defining the superfluid density by $K=n_se^2/m$,

$$\boxed{\frac{n_s}{n}=1-Y(T)}$$

**Q:** Does this give the normal metal its missing cancellation?

**A:** Yes. For $\Delta=0$ the Nambu states are bare electrons and holes, and $L\to2(-\partial f/\partial\xi)$. Because $\partial f/\partial k_x=\hbar v_x\,\partial f/\partial\xi$, integration by parts gives

$$2\int\!\frac{d^3k}{(2\pi)^3}\,v_x^2\left(-\frac{\partial f}{\partial\xi}\right)=-\frac2\hbar\int\!\frac{d^3k}{(2\pi)^3}\,v_x\frac{\partial f}{\partial k_x}=\frac2\hbar\int\!\frac{d^3k}{(2\pi)^3}\,f\,\frac{\partial v_x}{\partial k_x}=\frac nm .$$

The boundary term vanishes because $f$ does. So $K=0$ in this limit, without the Fermi-surface approximation. A gap removes the low-energy excitations that supply the cancelling current. Only the fraction $Y(T)$ of the diamagnetic term is then cancelled, and at $T=0$ none of it is.

**Q:** Why insist on a static field first and long wavelength second?

**A:** Because the reverse order answers another question. At $\mathbf q=0$ the paramagnetic operator is $\sum_kv_k(n_{k\uparrow}-n_{-k\downarrow})$. The pairing term adds or removes both members of a pair together, so it preserves each difference, and the operator commutes with the mean-field Hamiltonian. A uniform field at nonzero frequency then induces no paramagnetic response, and $K=ne^2/m$ even in a clean normal metal. That is free acceleration, not the expulsion of a static field.

**Q:** The spin susceptibility concerns magnetization, not current. Why should $Y$ appear again?

**A:** Look at the vertex. The spin operator is

$$S_q=\sum_k\left(c^\dagger_{k_+\uparrow}c_{k_-\uparrow}-c^\dagger_{k_+\downarrow}c_{k_-\downarrow}\right).$$

In the down part, $\mathbf k\to-\mathbf k$ now produces no sign, but the spin already carries the minus. Exchanging the operators turns it into a plus, so

$$S_q=\sum_k\Psi^\dagger_{k_+}\Psi_{k_-}.$$

This is the current vertex with $v_k$ replaced by 1. Velocity and spin are both odd under time reversal, which relates the two members of a pair.

For a field $B=b\cos(\mathbf q\cdot\mathbf r)$ at the spins and $g=2$, the perturbation is $\mu_Bb\,W_s$ with $W_s=\frac12(S_q+S_q^\dagger)$. The magnetization amplitude follows as the current did:

$$M=-\frac2V\,\mu_B\,\delta\langle W_s\rangle=\frac{\mu_B^2b}{V}\sum_kL\;\to\;2\mu_B^2N_0\,Y\,b .$$

A rotation of the spins alone by $\pi$ about an axis perpendicular to the field reverses $b$ and leaves a singlet gap unchanged, so again the gap has no linear change. For $\Delta=0$ the integral of $-\partial f/\partial\xi$ is 1, so $Y=1$ and $\chi_n=2\mu_0\mu_B^2N_0$. Therefore

$$\boxed{\chi_s(T)=\chi_n\,Y(T)}$$

This is the Pauli spin part alone; orbital magnetism is separate.

**Q:** Can you show me the spin result without Nambu spinors?

**A:** Take one pair of orbitals, $(\mathbf k\uparrow,-\mathbf k\downarrow)$, in a uniform field that shifts the two spin energies by $\mp h$. The singly occupied states have energies $\xi\mp h$. The empty and doubly occupied states mix into energies $\xi\pm E$ and carry no spin. With $\beta=1/k_BT$, the common factor $e^{-\beta\xi}$ cancels and

$$\langle n_\uparrow-n_\downarrow\rangle=\frac{\sinh\beta h}{\cosh\beta h+\cosh\beta E}.$$

Its slope at $h=0$ is

$$\frac{\beta}{1+\cosh\beta E}=\frac{\beta}{2\cosh^2(\beta E/2)}=2\left(-\frac{\partial f}{\partial E}\right),$$

in agreement with $L$. The polarization comes from broken pairs, which must be thermally excited. In a superflow, $h$ is replaced by a Doppler shift proportional to $v_k$, and the same broken pairs carry the backflow.

**Q:** What does $Y$ do near absolute zero?

**A:** For $k_BT\ll\Delta$, $-\partial f/\partial E\simeq\beta e^{-\beta E}$ and $E\simeq\Delta+\xi^2/2\Delta$. The Gaussian integral gives

$$Y\simeq\beta e^{-\beta\Delta}\sqrt{\frac{2\pi\Delta}{\beta}}=\sqrt{\frac{2\pi\Delta}{k_BT}}\;e^{-\Delta/k_BT}.$$

At $T=0.1\,T_c$ this law gives $2.30\times10^{-7}$ and the full integral $2.35\times10^{-7}$. The difference of 2% is the next term: $-\xi^4/8\Delta^3$ in $E$ multiplies the law by $1+\beta\langle\xi^4\rangle/8\Delta^3$. The Gaussian average $\langle\xi^4\rangle=3(\Delta/\beta)^2$ makes this $1+3k_BT/8\Delta$.

**Q:** And near $T_c$, where the gap itself is changing?

**A:** There I use Matsubara frequencies $\omega_n=(2n+1)\pi k_BT$, with $R_n=\sqrt{\omega_n^2+\Delta^2}$ and the expansion

$$\tanh\frac{E}{2k_BT}=4k_BT\sum_{n\ge0}\frac{E}{\omega_n^2+E^2}.$$

Since $f=\frac12(1-\tanh\frac{E}{2k_BT})$,

$$-\frac{\partial f}{\partial E}=2k_BT\sum_{n\ge0}\frac{\omega_n^2-E^2}{(\omega_n^2+E^2)^2}.$$

Sum and integral may not be exchanged here, because the double sum does not converge absolutely. I first subtract the same expression at $\Delta=0$, whose integral is 1; the difference does converge absolutely. Using $\omega_n^2-E^2=2\omega_n^2-(R_n^2+\xi^2)$,

$$\int d\xi\,\frac{\omega_n^2-E^2}{(R_n^2+\xi^2)^2}=\frac{\pi\omega_n^2}{R_n^3}-\frac{\pi}{R_n}=-\frac{\pi\Delta^2}{R_n^3},$$

which is zero for the subtracted term. Hence

$$1-Y=2\pi k_BT\sum_{n\ge0}\frac{\Delta^2}{R_n^3}.$$

The gap equation states that $\int_0^{\omega_c}d\xi\,\tanh(E/2k_BT)/E$ has the same value at all $T\le T_c$, with cutoff energy $\omega_c\gg k_BT_c$. At $\Delta=0$ this integral depends on temperature as $-\ln T$. Comparing $(T,\Delta)$ with $(T_c,0)$ therefore gives

$$\ln\frac{T_c}{T}=\int_0^\infty\!d\xi\left[\frac{\tanh(\xi/2k_BT)}{\xi}-\frac{\tanh(E/2k_BT)}{E}\right]=2\pi k_BT\sum_{n\ge0}\left(\frac1{\omega_n}-\frac1{R_n}\right).$$

For small $\Delta$ the bracket is $\Delta^2/2\omega_n^3$, so the right side is half of $1-Y$. Thus

$$\frac{n_s}{n}\simeq2\ln\frac{T_c}{T}\simeq2\left(1-\frac{T}{T_c}\right).$$

**Q:** Show me numbers. Which gap do you use?

**A:** The same gap equation, compared with $T=0$. There the integral is $\ln(2\omega_c/\Delta_0)$; at $T$ it is $\ln(2\omega_c/\Delta)-2\int_0^\infty d\xi\,f/E$. Equating them,

$$\ln\frac{\Delta_0}{\Delta}=2\int_0^\infty d\xi\,\frac{f(E)}{E}.$$

At $T_c$, integration by parts and the standard integral $\int_0^\infty\ln y\,\mathrm{sech}^2y\,dy=\ln(\pi/4)-\gamma$, with $\gamma$ Euler's constant, give $\ln(2e^\gamma\omega_c/\pi k_BT_c)$. Hence $\Delta_0=\pi e^{-\gamma}k_BT_c=1.764\,k_BT_c$. The Matsubara equation checks this ratio numerically.

Take a model metal with $n=10^{27}\ \mathrm{m^{-3}}$, the free electron mass and $T_c=20$ K. Then $E_F=0.365$ eV and $\Delta_0=3.04$ meV, so $\Delta_0/E_F=0.008$. From $\nabla\times\mathbf B=\mu_0\mathbf J$, the penetration depth obeys $\lambda^{-2}=\mu_0K$. At zero temperature it is $168$ nm.

At $T=10$ K, $\Delta/k_BT=3.376$ and $Y=0.166$. In units of $10^{19}\ \mathrm{A\,m^{-3}\,T^{-1}}$,

$$K=2.818-0.166\times2.818=2.818-0.468=2.350 .$$

So $n_s/n=0.834$ and $\lambda=168/\sqrt{0.834}=184$ nm. The spin susceptibility is $\chi_s=0.166\times2.775\times10^{-6}=4.61\times10^{-7}$ in SI.

| $T/T_c$ | $Y=\chi_s/\chi_n$ | $n_s/n$ | $\lambda$ (nm) |
|---|---|---|---|
| 0.2 | 0.001 | 0.999 | 168 |
| 0.5 | 0.166 | 0.834 | 184 |
| 0.8 | 0.618 | 0.382 | 272 |
| 0.95 | 0.901 | 0.099 | 534 |

At $T=10$ K, a three-dimensional integral with this finite $E_F$ changes the normal fraction by $-3\times10^{-5}$ from $Y$.

**Q:** A real screening current varies over the distance $\lambda$. Is the limit $q\to0$ good enough?

**A:** At $T=0$ I can estimate the error. Only pair creation remains. With $\eta=\xi'-\xi\simeq\hbar\mathbf v\cdot\mathbf q$, the earlier result for $D$ gives

$$L\simeq\frac{2D}{2E}=\frac{\Delta_0^2\eta^2}{4E^5},\qquad \int_{-\infty}^{\infty}\frac{d\xi}{E^5}=\frac{4}{3\Delta_0^4},\qquad \int d\xi\,L=\frac{\eta^2}{3\Delta_0^2}.$$

Put $\mathbf q$ along $z$. Dividing $K_{\rm para}$ by $ne^2/m=2N_0e^2v_F^2/3$, and using the angular average $\langle\hat v_x^2\hat v_z^2\rangle=1/15$,

$$\frac{K(q)}{K(0)}\simeq1-\frac32\cdot\frac{(\hbar v_Fq)^2}{3\Delta_0^2}\cdot\frac1{15}=1-\frac{(\hbar v_Fq)^2}{30\Delta_0^2}.$$

For $q=1/\lambda(0)$ in the model metal, $\hbar v_Fq/\Delta_0=0.46$ and the reduction is 0.7%. The local limit is good here because $\lambda(0)$ is much longer than the coherence length $\xi_0=\hbar v_F/\pi\Delta_0=25$ nm. If $\lambda$ were comparable to $\xi_0$ or shorter, the full $K(q)$ would be needed to find the field profile.

**Q:** Which other assumptions could break the two boxed results?

**A:** Impurities mix momenta, so the eigenstates are no longer plane waves. The current operator then connects states of different $\xi$ even at $q=0$, the pair-creation weight $D$ no longer vanishes, and the clean formula for $n_s$ does not apply. Non-magnetic impurities with a uniform gap leave the spin result alone: at $q=0$ the spin vertex is still the unit matrix, it creates no pairs, and $\chi_s/\chi_n$ remains $Y$ as long as the density of states is smooth on the scale of $\Delta$ and $k_BT$. Spin-orbit coupling can destroy spin conservation, on which the spin result relies. Fermi-liquid interactions would add molecular fields that I have left out. These change the boxed ratio but act through the same $Y$. Measure the polarization $m$ in units where the non-interacting normal response is $m=h$, and let the spins feel $h_{\rm eff}=h-Fm$. Then $m=Yh_{\rm eff}$ gives $m=Yh/(1+FY)$, and dividing by the normal value $h/(1+F)$ gives $\chi_s/\chi_n=Y(1+F)/(1+FY)$.

## Computed values

```
electron density n = 1.0e+27 m^-3
critical temperature Tc = 20.0 K
Fermi wave number = 3.0937e+09 m^-1
Fermi velocity = 3.5815e+05 m/s
Fermi energy = 0.3646 eV
gap(0)/(k_B Tc) = 1.7639
gap(0) = 3.0400 meV
gap(0)/Fermi energy = 0.00834
coherence length xi0 = 24.68 nm
London depth lambda(0) = 168.05 nm
density of states per spin N0 = 1.2838e+46 J^-1 m^-3
normal spin susceptibility chi_n = 2.7750e-06 (SI, dimensionless)
T/Tc  T(K)  gap(meV)  Y  n_s/n  lambda(nm)  chi_s(SI)
0.20   4.0 3.0396 0.00115 0.99885 168.14 3.1822e-09
0.30   6.0 3.0312 0.01824 0.98176 169.60 5.0614e-08
0.40   8.0 2.9945 0.07208 0.92792 174.45 2.0001e-07
0.50  10.0 2.9089 0.16596 0.83404 184.01 4.6054e-07
0.60  12.0 2.7572 0.29333 0.70667 199.90 8.1397e-07
0.70  14.0 2.5194 0.44629 0.55371 225.83 1.2384e-06
0.80  16.0 2.1616 0.61822 0.38178 271.97 1.7155e-06
0.90  18.0 1.6001 0.80405 0.19595 379.63 2.2312e-06
0.95  19.0 1.1562 0.90096 0.09904 533.97 2.5001e-06
At T/Tc = 0.5: gap/gap(0) = 0.95688
  gap/(k_B T) = 3.3757
  K_dia = 2.8179e+19 A m^-2 per T m
  K_para = 4.6767e+18 A m^-2 per T m
  K = 2.3503e+19 A m^-2 per T m
  Fock-space chi_s/chi_n = 0.16596
  Fock-space normal backflow fraction = 0.16596
  finite-E_F shift of normal fraction = -2.77e-05
  same shift with E_F four times larger = -2.07e-06
T/Tc = 0.1: Y = 2.3490e-07, low-T law = 2.3009e-07
T/Tc = 0.999: (n_s/n)/(1-T/Tc) = 1.9996
T = 0, q = 1/lambda(0): hbar v_F q/gap(0) = 0.4615
  K(q)/K(0) by quadrature = 0.99303
  K(q)/K(0) by q^2 law = 0.99290
Lattice current response: direct 43.56812, kernel 43.56825 (hopping units)
Lattice spin response: direct 23.51478, kernel 23.51476 (1/hopping)
Linear pair-amplitude change (1/field, lattice units):
  vector 8.9e-13, Zeeman 8.9e-13, scalar 3.8e-01
Normal lattice: dia 0.757306, para 0.757306 (hopping)
```
